**Logarithmic thermal conductivity of a two-dimensional acoustic branch**

For a linear branch with classical heat capacity and scattering rate $A\omega^2$, the program tests $\kappa\simeq(K/2)[\ln(L/\ell_D)+c]$ for $L\gg\ell_D$. Here $K=k_B/(4\pi Ah)$, $h$ is the sheet thickness, $L$ the sample length, $\ell_D$ the free path at the top frequency, and $c$ a constant set by the boundary model. It asserts that explicit wavevector sums reproduce both the gain $K\ln2$ when a periodic box is doubled and the finite value obtained with a boundary rate $v/L$, where $v$ is the sound speed. It also asserts the contact suppression against a numerical solution of the transport equation, and the slope $K/2$ for three different cutoffs. For the round parameters used, $K/2$ is 8.45 W/(m K), and a 10 µm sample has 46.6 W/(m K) with the added rate and 44.6 W/(m K) with absorbing contacts. Further assertions cover one and three dimensions, quantum occupation, defects, side edges, a substrate and a weaker frequency law. The output shows that an assumed substrate rate of $10^{10}$ s$^{-1}$ halves the 10 µm value, and that the omitted flexural branch could exceed the branch treated if it had the same $A$.

## Check in Python

```python
"""
Result under test: a linear acoustic branch in a two-dimensional sheet, with
classical heat capacity kB per mode and scattering rate A*omega**2, has
    kappa = K*ln(omega_top/omega_min),  K = kB/(4*pi*A*h),
which diverges as omega_min -> 0. A sample of length L cuts this off:
    kappa(L) = (K/2)*(ln(L/path_top) + constant) for L >> path_top.
The constant is 0 for an added rate v/L, and gamma + ln(2) - 3/2 for the
Boltzmann equation with absorbing contacts and a prescribed uniform gradient.
Symbols: v sound speed, h sheet thickness, omega_top upper band edge,
path_top = v/(A*omega_top**2) free path at the band edge, gamma Euler constant.
All calculations use SI units; conversions are made only when printing.
"""
import numpy as np
from scipy.constants import k as kB, hbar, e as charge
from scipy.integrate import solve_ivp

# Round model parameters, in the rough regime of a monolayer MoS2 LA branch.
temperature = 300.0
v = 6500.0
omega_top = 4.0e13
A = 1.0e-16
h = 0.65e-9
L = 10.0e-6

K = kB / (4 * np.pi * A * h)
q_top = omega_top / v
path_top = v / (A * omega_top**2)
omega_cut = np.sqrt(v / (A * L))

# Gauss-Legendre grids for logarithmic wavevector and for angle.
nodes, weights = np.polynomial.legendre.leggauss(400)
log_q = 15 * (nodes - 1)
log_weights = 15 * weights
angle_nodes, angle_weights = np.polynomial.legendre.leggauss(100)
cosine = np.cos(np.pi * (angle_nodes + 1) / 4)
angle_average = angle_weights * cosine**2  # weights sum to one


def close(value, expected, tolerance):
    return abs(value - expected) <= tolerance * abs(expected)


def linear_omega(q):
    return v * q


def linear_speed(q):
    return v * np.ones_like(q)


def classical_heat(omega):
    return np.ones_like(omega)


def bose_heat(omega):
    half = hbar * omega / (2 * kB * temperature)
    return (half / np.sinh(half))**2


def mode_integral(rate, top=q_top, frequency=linear_omega,
                  speed=linear_speed, heat=classical_heat):
    """Conductivity from its definition as an integral over wavevector."""
    q = top * np.exp(log_q)
    omega, group = frequency(q), speed(q)
    integrand = kB * heat(omega) * group**2 / 2 / rate(omega, group)
    return np.sum(log_weights * integrand * q**2 / (2 * np.pi)) / h


def rate_with_length(length, extra=0.0):
    return lambda omega, group: A * omega**2 + group / length + extra


def added_rate_formula(length, speed=v, top=omega_top, strength=A):
    prefactor = kB / (8 * np.pi * strength * h)
    return prefactor * np.log1p(strength * top**2 * length / speed)


def explicit_sum(box_side, boundary_rate):
    """Sum over the allowed wavevectors of a periodic square."""
    spacing = 2 * np.pi / box_side
    limit = int(np.ceil(q_top / spacing)) + 1
    component = spacing * np.arange(-limit, limit + 1)
    qx2 = component[:, None]**2
    q2 = qx2 + component[None, :]**2
    allowed = (q2 > 0.5 * spacing**2) & (q2 <= q_top**2)
    velocity2 = v**2 * np.broadcast_to(qx2, q2.shape)[allowed] / q2[allowed]
    lifetime = 1 / (A * v**2 * q2[allowed] + boundary_rate)
    return kB * np.sum(velocity2 * lifetime) / (box_side**2 * h)


# The unbounded mode sum gains K*ln(2) each time the box side doubles.
box = 2 * np.pi * 500.3 / q_top
sum_small = explicit_sum(box, 0.0)
sum_large = explicit_sum(2 * box, 0.0)
doubling_gain = sum_large - sum_small
assert close(doubling_gain, K * np.log(2), 3e-3)

# A boundary rate makes the same explicit sum finite.
sum_bounded = explicit_sum(2 * box, v / L)
kappa_added = added_rate_formula(L)
assert close(sum_bounded, kappa_added, 2e-3)
assert close(mode_integral(rate_with_length(L)), kappa_added, 1e-8)


def ray_suppression(y):
    return 1 + y * np.expm1(-1 / y)


# Direct solution of the transport equation along a ray; y = path*cos/L.
for y in (0.2, 1.0, 5.0):
    solution = solve_ivp(lambda z, state: [(1 - state[0]) / y, state[0]],
                         (0, 1), [0.0, 0.0], rtol=1e-9, atol=1e-11)
    assert close(solution.y[1, -1], ray_suppression(y), 1e-6)


def contact_suppression(path_over_length):
    ratios = np.atleast_1d(path_over_length)
    return ray_suppression(ratios[:, None] * cosine) @ angle_average


assert close(np.sum(angle_average), 1.0, 1e-10)
assert close(1e5 * contact_suppression(1e5)[0], 2 / np.pi, 1e-3)


def suppressed_kappa(length, suppression):
    q = q_top * np.exp(log_q)
    omega = v * q
    path = v / (A * omega**2)
    integrand = kB * v * path / 2 * q**2 / (2 * np.pi)
    return np.sum(log_weights * integrand * suppression(path / length)) / h


contact_constant = np.euler_gamma + np.log(2) - 1.5


def contact_formula(length):
    ratio = path_top / length
    return K / 2 * (-np.log(ratio) + contact_constant
                    + 8 * ratio / (3 * np.pi))


kappa_contact = suppressed_kappa(L, contact_suppression)
assert close(kappa_contact, contact_formula(L), 1e-5)

# Three different cutoffs have the same logarithmic slope.
long_1, long_2 = 1e4 * path_top, 1e6 * path_top
slopes = []
for suppression in (contact_suppression, lambda x: 1 / (1 + x),
                    lambda x: np.exp(-x)):
    gain = (suppressed_kappa(long_2, suppression)
            - suppressed_kappa(long_1, suppression))
    slopes.append(gain / np.log(long_2 / long_1))
    assert close(slopes[-1], K / 2, 1e-4)


# Growth for a hundredfold longer sample in one, two and three dimensions.
def dimension_integral(dimension, length_over_path):
    w = np.exp(log_q)
    return np.sum(log_weights * w**dimension / (w**2 + 1 / length_over_path))


growth = [dimension_integral(d, 1e8) / dimension_integral(d, 1e6)
          for d in (1, 2, 3)]
assert close(growth[0], 10.0, 2e-3)
assert close(growth[1], np.log(1e8) / np.log(1e6), 1e-5)
assert close(growth[2], 1.0, 3e-3)

# Quantum occupation changes the constant but not the logarithmic slope.
kappa_bose = mode_integral(rate_with_length(L), heat=bose_heat)
bose_loss = kappa_added - kappa_bose
very_long = 1e5 * L
bose_loss_long = (added_rate_formula(very_long)
                  - mode_integral(rate_with_length(very_long), heat=bose_heat))
bose_loss_longer = (added_rate_formula(100 * very_long)
                    - mode_integral(rate_with_length(100 * very_long),
                                    heat=bose_heat))
quantum_ratio = hbar * omega_top / (kB * temperature)
assert close(bose_loss_long, bose_loss_longer, 1e-4)
assert close(bose_loss_long,
             K * (quantum_ratio**2 / 24 - quantum_ratio**4 / 960), 5e-3)

# Defects: omega**3 rate, assumed equal to the A*omega**2 rate at the top.
defect_ratio = 1.0


def defect_rate(length):
    return lambda omega, group: (A * omega**2
                                 * (1 + defect_ratio * omega / omega_top)
                                 + group / length)


kappa_defect = mode_integral(defect_rate(L))
defect_loss_long = (added_rate_formula(very_long)
                    - mode_integral(defect_rate(very_long)))
assert close(defect_loss_long, K * np.log1p(defect_ratio), 5e-3)

# Side edges at a distance L, and an assumed constant substrate rate.
kappa_edges = mode_integral(rate_with_length(L, v / L))
assert close(kappa_edges, added_rate_formula(L / 2), 1e-8)
substrate_rate = 1.0e10
kappa_substrate = mode_integral(rate_with_length(L, substrate_rate))
substrate_limit = K / 2 * np.log1p(A * omega_top**2 / substrate_rate)
assert close(mode_integral(rate_with_length(1e6 * L, substrate_rate)),
             substrate_limit, 1e-5)

# A weaker frequency law has a finite bulk conductivity.
power = 1.5


def weak_rate(length):
    return lambda omega, group: (A * omega_top**2
                                 * (omega / omega_top)**power + group / length)


kappa_weak = mode_integral(weak_rate(L))
weak_limit = K / (2 - power)
assert close(mode_integral(weak_rate(np.inf)), weak_limit, 1e-5)

# Warmer operation, with A proportional to absolute temperature.
hot_temperature = 400.0
hot_A = A * hot_temperature / temperature
kappa_hot = added_rate_formula(L, strength=hot_A)
hot_integral = mode_integral(lambda omega, group: hot_A * omega**2 + group / L)
assert close(kappa_hot, hot_integral, 1e-8)

# Omitted branches, sized with the same A and rough dispersion parameters.
transverse_speed, transverse_top = 4000.0, 3.0e13
kappa_transverse = added_rate_formula(L, transverse_speed, transverse_top)
transverse_integral = mode_integral(
    rate_with_length(L), top=transverse_top / transverse_speed,
    frequency=lambda q: transverse_speed * q,
    speed=lambda q: transverse_speed * np.ones_like(q))
assert close(kappa_transverse, transverse_integral, 1e-8)

bending, flexural_top = 7.0e-7, 3.0e13
kappa_flexural = mode_integral(
    rate_with_length(L), top=np.sqrt(flexural_top / bending),
    frequency=lambda q: bending * q**2, speed=lambda q: 2 * bending * q)
flexural_path = 2 * np.sqrt(bending * flexural_top) / (A * flexural_top**2)
assert close(kappa_flexural, 4 * K / 3 * np.log1p(L / flexural_path), 1e-8)

# The free-path cutoff acts well before the wavelength reaches the sample size.
wavelength_cut = 2 * np.pi * v / omega_cut
assert wavelength_cut < 0.01 * L
wavelength_estimate = K * np.log(omega_top * L / (2 * np.pi * v))


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Sound speed", v / 1000, "km/s")
show("Top angular frequency", omega_top, "rad/s")
show("Scattering coefficient A", A, "s")
show("Sheet thickness", h * 1e9, "nm")
show("Main sample length", L * 1e6, "um")
show("Prefactor K", K, "W/(m K)")
show("Slope K/2 per unit ln L", K / 2, "W/(m K)")
show("Gain per tenfold L", K / 2 * np.log(10), "W/(m K)")
show("Scattering rate at top", A * omega_top**2, "1/s")
show("omega*tau at top", 1 / (A * omega_top))
show("Free path at top", path_top * 1e9, "nm")
show("Length ratio L/path_top", L / path_top)
show("Cutoff angular frequency", omega_cut, "rad/s")
show("Wavelength at cutoff", wavelength_cut * 1e9, "nm")
show("Box-doubling gain, explicit sum", doubling_gain, "W/(m K)", ".5g")
show("Box-doubling gain, K ln 2", K * np.log(2), "W/(m K)", ".5g")
show("Bounded explicit sum", sum_bounded, "W/(m K)", ".5g")
show("Added-rate formula", kappa_added, "W/(m K)", ".5g")
show("Contact constant c", contact_constant, "", ".5f")
show("Contact quadrature", kappa_contact, "W/(m K)", ".5g")
show("Contact asymptotic formula", contact_formula(L), "W/(m K)", ".5g")
for length in (0.1e-6, 1e-6, 10e-6, 100e-6):
    print(f"L = {length * 1e6:g} um: added rate "
          f"{added_rate_formula(length):.2f}, contacts "
          f"{suppressed_kappa(length, contact_suppression):.2f} W/(m K)")
for name, slope in zip(("contacts", "added rate", "exponential"), slopes):
    show("Numerical slope, " + name, slope, "W/(m K)", ".5g")
show("Wrong wavelength-cutoff estimate", wavelength_estimate, "W/(m K)")
for dimension, ratio in zip((1, 2, 3), growth):
    show(f"Growth for L/path 1e6 to 1e8, {dimension}D", ratio, "", ".4f")
print("Effects below: L = 10 um, added-rate boundary model")
show("Top phonon energy", hbar * omega_top / charge, "eV")
show("Top phonon energy / kB T", quantum_ratio)
show("Loss from quantum occupation", bose_loss, "W/(m K)")
show("Assumed defect/anharmonic rate at top", defect_ratio)
show("kappa with defects", kappa_defect, "W/(m K)")
show("kappa with side-edge rate v/L", kappa_edges, "W/(m K)")
show("Assumed substrate rate", substrate_rate, "1/s")
show("kappa with substrate", kappa_substrate, "W/(m K)")
show("Long-sample limit with substrate", substrate_limit, "W/(m K)")
show("Weaker rate exponent", power)
show("kappa with weaker exponent", kappa_weak, "W/(m K)")
show("Bulk limit with weaker exponent", weak_limit, "W/(m K)")
show(f"kappa at {hot_temperature:g} K", kappa_hot, "W/(m K)")
print(f"Transverse inputs: {transverse_speed / 1000:g} km/s, "
      f"{transverse_top:.2g} rad/s")
show("Omitted transverse branch, rough", kappa_transverse, "W/(m K)")
print(f"Flexural inputs: {bending:.2g} m2/s, {flexural_top:.2g} rad/s")
show("Omitted flexural branch, rough", kappa_flexural, "W/(m K)")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 300 K
Sound speed: 6.5 km/s
Top angular frequency: 4e+13 rad/s
Scattering coefficient A: 1e-16 s
Sheet thickness: 0.65 nm
Main sample length: 10 um
Prefactor K: 16.9 W/(m K)
Slope K/2 per unit ln L: 8.451 W/(m K)
Gain per tenfold L: 19.46 W/(m K)
Scattering rate at top: 1.6e+11 1/s
omega*tau at top: 250
Free path at top: 40.62 nm
Length ratio L/path_top: 246.2
Cutoff angular frequency: 2.55e+12 rad/s
Wavelength at cutoff: 16.02 nm
Box-doubling gain, explicit sum: 11.716 W/(m K)
Box-doubling gain, K ln 2: 11.716 W/(m K)
Bounded explicit sum: 46.567 W/(m K)
Added-rate formula: 46.567 W/(m K)
Contact constant c: -0.22964
Contact quadrature: 44.622 W/(m K)
Contact asymptotic formula: 44.622 W/(m K)
L = 0.1 um: added rate 10.49, contacts 8.54 W/(m K)
L = 1 um: added rate 27.41, contacts 25.42 W/(m K)
L = 10 um: added rate 46.57, contacts 44.62 W/(m K)
L = 100 um: added rate 66.00, contacts 64.06 W/(m K)
Numerical slope, contacts: 8.4513 W/(m K)
Numerical slope, added rate: 8.4512 W/(m K)
Numerical slope, exponential: 8.4512 W/(m K)
Wrong wavelength-cutoff estimate: 155.3 W/(m K)
Growth for L/path 1e6 to 1e8, 1D: 10.0057
Growth for L/path 1e6 to 1e8, 2D: 1.3333
Growth for L/path 1e6 to 1e8, 3D: 1.0014
Effects below: L = 10 um, added-rate boundary model
Top phonon energy: 0.02633 eV
Top phonon energy / kB T: 1.018
Loss from quantum occupation: 0.6958 W/(m K)
Assumed defect/anharmonic rate at top: 1
kappa with defects: 36.91 W/(m K)
kappa with side-edge rate v/L: 40.74 W/(m K)
Assumed substrate rate: 1e+10 1/s
kappa with substrate: 23.44 W/(m K)
Long-sample limit with substrate: 23.94 W/(m K)
Weaker rate exponent: 1.5
kappa with weaker exponent: 27.35 W/(m K)
Bulk limit with weaker exponent: 33.81 W/(m K)
kappa at 400 K: 36.74 W/(m K)
Transverse inputs: 4 km/s, 3e+13 rad/s
Omitted transverse branch, rough: 45.81 W/(m K)
Flexural inputs: 7e-07 m2/s, 3e+13 rad/s
Omitted flexural branch, rough: 103.6 W/(m K)
finished without a failed check
```
